\section*{Beta-detected relaxation of 8Li during and after a beam pulse}

\section{The result}

A beam of spin-polarized $^8$Li is implanted in a sample at a constant rate from $t=0$ to $t=D$ and is then switched off. The nuclei decay with a mean life $\tau$ of about 1.2 s (the numerical examples adopt $\tau=1.21$ s as their input value), and the direction in which the decay electrons emerge reveals the nuclear polarization. Let the polarization of a single implanted nucleus relax as $e^{-\lambda s}$, where $s$ is the time since its own arrival. The measured asymmetry is then $A(t)=A_0\,r(t)$, with
\begin{equation}
r(t)=
\begin{cases}
\dfrac{\tau'}{\tau}\,\dfrac{1-e^{-t/\tau'}}{1-e^{-t/\tau}}, & 0<t\le D,\\[3mm]
r(D)\,e^{-\lambda(t-D)}, & t\ge D,
\end{cases}
\qquad \frac1{\tau'}=\frac1\tau+\lambda .
\label{result}
\end{equation}
The curve is continuous at $t=D$, but its slope jumps there by
\begin{equation}
r'(D^+)-r'(D^-)=-\frac{1-r(D)}{\tau\,(1-e^{-D/\tau})}.
\label{jump}
\end{equation}
This is the kink. While the beam is on, freshly polarized nuclei partly make up for the polarization lost by relaxation. When the beam stops, this renewal stops at once and the relaxation proceeds uncompensated.

The time $\tau$ is a mean life: the surviving fraction after a time $s$ is $e^{-s/\tau}$. The corresponding half-life is $\tau\ln2$, which is 0.839 s for the adopted input value.

\section{From electron counts to polarization}

Let $P$ be the mean polarization of the decaying nuclei along the axis joining two detectors. The electrons are emitted with the angular distribution
\begin{equation}
W(\theta)=1+aP\cos\theta ,
\end{equation}
where $a$ is the asymmetry parameter, averaged over the detected electron energies. Let each detector accept a cone of half-angle $\alpha$, and write $c=\cos\alpha$. The forward count is proportional to
\begin{align}
\int_0^\alpha(1+aP\cos\theta)\sin\theta\,d\theta
&=(1-c)+\frac{aP}{2}(1-c^2)\notag\\
&=(1-c)\left[1+\frac{aP(1+c)}{2}\right].
\end{align}
For the backward cone, $\theta\to\pi-\theta$ reverses the sign of $\cos\theta$ and hence of the second term. With equal efficiencies, therefore,
\begin{equation}
A=\frac{F-B}{F+B}=\frac{aP(1+c)}{2}.
\end{equation}
The asymmetry is proportional to $P$. If $P_0$ is the polarization on arrival, then $A=A_0P/P_0$ with $A_0=aP_0(1+c)/2$. The detector names are chosen so that $A_0>0$.

Real detectors have unequal efficiencies $\epsilon_F$ and $\epsilon_B$. These can be removed by also running with the beam polarization reversed. Let $\phi_\pm$ be proportional to the number of decays in a given time bin for the two signs. Then
\begin{equation}
F_\pm=\epsilon_F\phi_\pm(1\pm A),\qquad B_\pm=\epsilon_B\phi_\pm(1\mp A).
\end{equation}
All efficiencies and fluxes cancel in the combination
\begin{equation}
q=\sqrt{\frac{F_+B_-}{F_-B_+}}=\frac{1+A}{1-A}
\quad\Longrightarrow\quad A=\frac{q-1}{q+1}.
\end{equation}
The result equals $A$ exactly when the two beam states have equal and opposite polarization. If their asymmetries have unequal magnitudes $A_+$ and $A_-$, the efficiencies and fluxes still cancel, $\ln q={\rm artanh}\,A_++{\rm artanh}\,A_-$, and for small asymmetries the formula returns nearly their mean: 0.1251 for 0.15 and 0.10. For a true asymmetry of 0.1500 and efficiencies in the ratio $1:0.6$, one beam sign alone gives 0.3855, while the four counts return 0.1500.

\section{The convolution over arrival times}

At time $t$ the sample contains nuclei of many ages. Let $R(t')$ be the arrival rate. Of the $R(t')\,dt'$ nuclei that arrive in $dt'$, a fraction $e^{-(t-t')/\tau}$ is still alive at $t$. Each survivor carries the mean polarization $P_0\,p(t-t')$, where $p$ is the relaxation function and $p(0)=1$. Define
\begin{align}
N(t)&=\int_0^t R(t')\,e^{-(t-t')/\tau}\,dt',\label{N}\\
S(t)&=\int_0^t R(t')\,e^{-(t-t')/\tau}\,p(t-t')\,dt'.\label{S}
\end{align}
$N$ is the number alive, and $P_0S$ is the sum of their polarizations. Every living nucleus has the same decay probability $dt/\tau$ in the next interval $dt$, whatever its age or spin direction. The nuclei that decay at $t$ are therefore a fair sample of those alive, and
\begin{equation}
r(t)=\frac{P(t)}{P_0}=\frac{S(t)}{N(t)} .
\label{ratio}
\end{equation}

Five assumptions enter here. No living nuclei from an earlier pulse are present at $t=0$. $P_0$ is constant during the pulse. The relaxation depends on the age alone, so the sample must not change with time, for instance by warming. The background is negligible. The polarization relaxes to zero. If it relaxes instead to a thermal value $P_{\rm eq}$, a nucleus of age $s$ has polarization $P_{\rm eq}+(P_0-P_{\rm eq})p(s)$. Averaging this over the survivors gives $P_{\rm eq}+(P_0-P_{\rm eq})r(t)$, with the same $r$.

\section{Evaluating the integrals}

Take $R=R_0$ for $0<t<D$ and zero afterwards, and $p(s)=e^{-\lambda s}$. The single exponential is a model: $^8$Li has nuclear spin 2, and its polarization may relax with several rates. Section~\ref{two} treats two of them.

With the age $s=t-t'$ as variable, the ages present during the pulse run from 0 to $t$:
\begin{align}
N(t)&=R_0\int_0^t e^{-s/\tau}ds=R_0\tau\,(1-e^{-t/\tau}),\label{Non}\\
S(t)&=R_0\int_0^t e^{-s/\tau}e^{-\lambda s}ds=R_0\tau'(1-e^{-t/\tau'}).
\end{align}
The two exponents in $S$ add, which is how $\tau'$ arises. The quotient is the first line of (\ref{result}).

After the pulse the youngest nuclei have age $t-D$ and the oldest have age $t$. Hence
\begin{align}
N(t)&=R_0\int_{t-D}^{t}e^{-s/\tau}ds=R_0\tau\,e^{-(t-D)/\tau}(1-e^{-D/\tau}),\\
S(t)&=R_0\int_{t-D}^{t}e^{-s/\tau'}ds=R_0\tau'\,e^{-(t-D)/\tau'}(1-e^{-D/\tau'}).
\end{align}
In the quotient the constant factors form $r(D)$, and the exponentials combine to
\begin{equation}
e^{-(t-D)(1/\tau'-1/\tau)}=e^{-\lambda(t-D)} .
\end{equation}
This is the second line of (\ref{result}). The radioactive lifetime has dropped out of the shape after the pulse, although it still affects the amplitude $r(D)$.

\subsection*{Limiting cases}

\emph{Early times}, $t\ll\tau'$. Since $\tau'<\tau$, both exponentials may be expanded with $1-e^{-x}\simeq x(1-x/2)$:
\begin{equation}
r\simeq\frac{1-t/2\tau'}{1-t/2\tau}\simeq1-\frac t2\left(\frac1{\tau'}-\frac1\tau\right)=1-\frac{\lambda t}{2}.
\end{equation}
The initial slope is $-\lambda/2$, half the relaxation rate in magnitude, because nuclei that have arrived steadily since $t=0$ have a mean age of $t/2$.

\emph{Long pulse}, $t\gg\tau$ with the beam on. Both exponentials vanish, and
\begin{equation}
r\to\frac{\tau'}{\tau}=\frac1{1+\lambda\tau}.
\end{equation}
This is a steady state. Arrivals replace decayed nuclei, and the distribution of ages no longer changes.

\emph{Short pulse}, $D\ll\tau'$. Then $r(D)\simeq1$ and the later signal is $e^{-\lambda(t-D)}$, the relaxation function itself.

\emph{No radioactive decay}, $\tau\to\infty$. Then $\tau'\to1/\lambda$ and $\tau(1-e^{-t/\tau})\to t$, so that $r=(1-e^{-\lambda t})/(\lambda t)$ during the pulse. All ages now have equal weight. A finite lifetime favours young nuclei, which are better polarized, and so it raises $r$.

\section{Why there is a kink}

The cause is easiest to see in a rate equation valid for any flux $R(t)$. Differentiate (\ref{N}) and (\ref{S}) with $p=e^{-\lambda s}$. The upper limit contributes the integrand at age zero, which is $R(t)$ in both cases. The exponentials contribute the loss terms:
\begin{equation}
N'=R-\frac N\tau,\qquad S'=R-\frac S{\tau'} .
\end{equation}
The quotient rule then gives
\begin{align}
r'&=\frac{S'}{N}-r\,\frac{N'}{N}
=\frac RN-\frac r{\tau'}-r\,\frac RN+\frac r\tau\notag\\
&=\frac{R}{N}(1-r)-\lambda r .
\label{balance}
\end{align}
The first term is renewal. Newcomers with $r=1$ join a population whose mean is $r$, and they raise the mean at a rate set by their share $R/N$. The second term is relaxation. Decay does not appear as a separate term because it removes a fair sample of the population and leaves the mean unchanged at that instant. It acts through $N$: the fewer old nuclei remain, the more the newcomers count.

At $t=D$ the numbers $N$ and $S$ cannot jump, since a finite flux adds a vanishing number of nuclei in a vanishing time. Hence $r$ is continuous. The flux does jump, from $R_0$ to zero. In (\ref{balance}) the renewal term disappears while the relaxation term keeps its value:
\begin{align}
r'(D^-)&=\frac{R_0}{N(D)}\,[1-r(D)]-\lambda r(D),\\
r'(D^+)&=-\lambda r(D).
\end{align}
Subtracting, and inserting $N(D)=R_0\tau(1-e^{-D/\tau})$ from (\ref{Non}), gives (\ref{jump}).

Three variations confirm this reading.
\begin{itemize}
\item Without relaxation, $r=1$ throughout. Newcomers do not differ from the rest, and the asymmetry has no kink. The decay rate $N/\tau$ still has one, since its slope changes by $-R_0/\tau$ at $D$.
\item Without radioactive decay the jump becomes $-[1-r(D)]/D$. The kink survives, so it is caused by the end of the arrivals and not by the decay.
\item If the beam is ramped down linearly from $t=D$ instead of being cut, $R$ is continuous, and by (\ref{balance}) so is $r'$. The change of slope is then spread over the ramp. A sharp kink requires a switching time short compared with the time resolution.
\end{itemize}

\subsection*{Any relaxation function}

Equation (\ref{jump}) does not depend on exponential relaxation. Let $p$ be continuous with $p(0)=1$, and set $g(s)=e^{-s/\tau}p(s)$. Then
\begin{align}
t<D:&\quad S=R_0\int_0^t g\,ds, & S'&=R_0\,g(t),\\
t>D:&\quad S=R_0\int_{t-D}^t g\,ds, & S'&=R_0\,[g(t)-g(t-D)].
\end{align}
As $t\to D$ from above, $g(t-D)\to g(0)=1$, so $S'$ jumps by $-R_0$. The special case $p=1$ shows that $N'$ jumps by $-R_0$ as well. From $r'=(S'-rN')/N$ the slope of $r$ jumps by $-R_0[1-r(D)]/N(D)$, which is again (\ref{jump}). No derivative of $p$ was needed. The jump is, however, a limit at $t=D$. If $p$ falls steeply at small ages, the limit is approached only very close to $D$ and binned data show a weaker kink. For $p=e^{-\sqrt{\lambda s}}$ with $\lambda=0.5$ s$^{-1}$ and $D=4$ s the jump is $-0.39$ s$^{-1}$, but slopes taken over 0.1 s on either side differ by only $-0.28$ s$^{-1}$.

The same formulas give the slope during the pulse in a second form. With $N'=R_0e^{-t/\tau}$ and $S'=R_0e^{-t/\tau}p(t)$,
\begin{equation}
r'(t)=\frac{R_0e^{-t/\tau}}{N(t)}\,[p(t)-r(t)]=\frac{p(t)-r(t)}{\tau\,(e^{t/\tau}-1)} .
\label{oldest}
\end{equation}
During the pulse the weights of the ages already present stay fixed relative to one another, and the range of ages grows at its old end. If $p$ decreases with age, the oldest nuclei lie below the average, so $r$ falls throughout the pulse. For $t\gg\tau$ hardly any nuclei are that old, and the curve becomes flat.

\subsection*{Weak relaxation}

If $\lambda D\ll1$, then $p(s)\simeq1-\lambda s$ for all ages present at $D$, and $1-r(D)\simeq\lambda\bar s$. The mean age $\bar s$ follows by partial integration:
\begin{align}
\bar s&=\frac{\int_0^D s\,e^{-s/\tau}ds}{\int_0^D e^{-s/\tau}ds}
=\frac{\tau^2-\tau(\tau+D)e^{-D/\tau}}{\tau(1-e^{-D/\tau})}\notag\\
&=\tau-\frac{D}{e^{D/\tau}-1}.
\end{align}
By (\ref{jump}) the kink is then proportional to $\lambda\bar s$. It measures how much polarization an average survivor has lost.

\section{Worked example}

Take the round values $D=4$ s, $\lambda=0.5$ s$^{-1}$ and $A_0=0.10$. Then $\lambda\tau=0.605$, and
\begin{equation}
\tau'=\frac{1}{1/1.21+0.5}\ {\rm s}=0.754\ {\rm s},\qquad \frac{\tau'}{\tau}=\frac1{1.605}=0.623 .
\end{equation}
At the end of the pulse
\begin{equation}
r(D)=0.623\times\frac{1-e^{-4/0.754}}{1-e^{-4/1.21}}=0.644 ,
\end{equation}
slightly above the long-pulse value 0.623. Without radioactive decay $r(D)$ would be 0.432. The mean age of the survivors is $\bar s=1.06$ s, much less than the pulse length.

The two terms of (\ref{balance}) just before the end are
\begin{align}
\text{renewal:}&\quad \frac{1-0.6436}{1.21\,(1-e^{-4/1.21})}\ {\rm s}^{-1}=+0.306\ {\rm s}^{-1},\\
\text{relaxation:}&\quad -0.5\times0.6436\ {\rm s}^{-1}=-0.322\ {\rm s}^{-1}.
\end{align}
They nearly cancel, leaving a slope of $-0.016$ s$^{-1}$. Just after the end the slope is $-0.322$ s$^{-1}$, about 20 times steeper. In terms of the asymmetry, $A$ falls from 0.0667 to 0.0644 during the last second of the pulse, and from 0.0644 to 0.0390 during the next second.

The kink depends on the relaxation rate as follows, for the same pulse:
\begin{center}
\begin{tabular}{ccccc}
$\lambda$ (s$^{-1}$) & $r(D)$ & $r'(D^-)$ (s$^{-1}$) & $r'(D^+)$ (s$^{-1}$) & jump (s$^{-1}$)\\
0.05 & 0.949 & $-0.004$ & $-0.047$ & $-0.043$\\
0.50 & 0.644 & $-0.016$ & $-0.322$ & $-0.306$\\
5.00 & 0.147 & $-0.005$ & $-0.736$ & $-0.732$
\end{tabular}
\end{center}
The size of the jump grows with $\lambda$, because $r(D)$ falls. The slope before the end is largest in magnitude for the middle rate. Equation (\ref{oldest}) explains this: the slope is proportional to $p(D)-r(D)$, which is small for slow relaxation, when both terms are near 1, and small again for fast relaxation, when both are near 0. For fast relaxation the kink is sharp, but little polarization is left to be lost after it.

\section{Two relaxation rates}
\label{two}

Suppose that
\begin{equation}
p(s)=f\,e^{-\lambda_1s}+(1-f)\,e^{-\lambda_2s},\qquad \lambda_1<\lambda_2 .
\end{equation}
$S$ is linear in $p$, and $N$ does not involve $p$. Each component therefore follows (\ref{result}) with its own rate, and after the pulse
\begin{equation}
r(t)=f\,r_1(D)\,e^{-\lambda_1(t-D)}+(1-f)\,r_2(D)\,e^{-\lambda_2(t-D)} .
\end{equation}
The share of the slow component in the signal at the end of the pulse is
\begin{equation}
f_D=\frac{f\,r_1(D)}{f\,r_1(D)+(1-f)\,r_2(D)} .
\end{equation}
It exceeds $f$ because $r_1(D)>r_2(D)$: the fast component has already lost more of its polarization during the pulse. For $\lambda_1=0.5$ s$^{-1}$, $\lambda_2=5$ s$^{-1}$ and $f=0.5$, a pulse of 4 s gives
\begin{equation}
f_D=\frac{0.6436}{0.6436+0.1472}=0.81 ,
\end{equation}
while a pulse of 0.5 s gives 0.69. The amplitudes after the pulse thus depend on $D$ and, through $r_i(D)$, on $\tau$. A fit to the decay after the pulse yields $f_D$, and the formula above is needed to recover $f$. Fitting both parts of the curve with the convolution does this directly.

\section{Where the data are most precise}

Let a time bin contain $n=F+B$ counts in two equal detectors. Each count is a forward one with probability $(1+A)/2$, so $F$ has the binomial variance $n(1-A^2)/4$. The estimate $2F/n-1$ of $A$ then has the standard error
\begin{equation}
\sigma_A=\frac2n\sqrt{\frac{n(1-A^2)}{4}}=\sqrt{\frac{1-A^2}{n}} .
\end{equation}
The counts follow $N(t)$: they rise as $1-e^{-t/\tau}$ during the pulse and fall as $e^{-(t-D)/\tau}$ after it. For small $A$ the absolute error is smallest at the pulse end, where the kink lies, and then grows nearly as $e^{(t-D)/2\tau}$. The ratio $A/\sigma_A$ can peak earlier, because $A$ falls during the pulse: for $D=4$ s it peaks near 2 s for $\lambda=0.5$ s$^{-1}$ and near 0.24 s for $\lambda=5$ s$^{-1}$.

Let the detected rate for an endless pulse be $10^5$ s$^{-1}$ and the bins 0.1 s wide. For a single pulse of the example:
\begin{center}
\begin{tabular}{cccc}
$t$ (s) & $A$ & $n$ & $\sigma_A$\\
1 & 0.081 & 5624 & 0.013\\
4 & 0.064 & 9633 & 0.010\\
6 & 0.024 & 1845 & 0.023\\
8 & 0.009 & 353 & 0.053
\end{tabular}
\end{center}
Here $n$ is the rate at time $t$ multiplied by the bin width. At 8 s the error is several times the signal. Adding $M$ pulses, each begun after the nuclei of the previous one have decayed, reduces all errors by a factor $\sqrt M$, so about 100 pulses bring the error at 4 s down to 0.001. A bin edge should be placed at $t=D$, since a bin that contains the kink averages over both slopes.

A background of $b$ counts per bin, shared equally by the detectors, leaves $F-B$ unchanged on average and adds $b$ to $F+B$. The measured asymmetry becomes $A\,n/(n+b)$. The factor $n/(n+b)$ is smallest where $n$ is small, that is, in the first bins of the pulse and late after its end. After the pulse $n$ falls, so a constant background suppresses the signal more and more and imitates faster relaxation. During the pulse $n$ rises, so the early signal is suppressed most. If $A_0$ is a free parameter, a fit to this part alone then gives too slow a relaxation. If $A_0$ is known, the lowered signal is instead read as faster relaxation. In a fit to the whole curve with free $A_0$ the biases from the two parts compete, and the sign of the remaining error depends on the relaxation rate. For the 4 s pulse the fitted rate comes out too large for slow relaxation ($\lambda=0.05$ s$^{-1}$) and too small for fast relaxation ($\lambda=5$ s$^{-1}$). Near $\lambda=0.5$ s$^{-1}$ the two biases almost cancel, and the sign also depends on how far the fit extends. The background should therefore be included in the fit.

The numerical check compares these formulas with direct integration over arrival times and with a simulation of individual arrivals, spin reversals and decays.

\section*{Computed results}
\begin{verbatim}
mean life of 8Li: 1.21 s; half-life: 0.839 s
pulse length: 4.0 s; relaxation rate: 0.50 1/s
initial asymmetry A0: 0.100
effective time tau': 0.7539 s
rate times mean life: 0.6050
long-pulse plateau of r: 0.6231
r at pulse end: 0.6436; asymmetry there: 0.06436
r at pulse end if nuclei did not decay: 0.4323
mean age of survivors at pulse end: 1.0577 s
early slope of r (numerical): -0.2499 1/s
renewal term at pulse end: 0.3058 1/s
relaxation term at pulse end: -0.3218 1/s
slopes of r at pulse end, by finite differences:
  rate 0.05 1/s: r 0.9495, before -0.00411 1/s, after -0.0475 1/s, jump -0.0434 1/s
  rate 0.50 1/s: r 0.6436, before -0.01599 1/s, after -0.3218 1/s, jump -0.3058 1/s
  rate 5.00 1/s: r 0.1472, before -0.00463 1/s, after -0.7362 1/s, jump -0.7316 1/s
saturated detected rate: 100000 1/s; bin: 0.1 s
time (s), asymmetry, counts per bin, error of asymmetry:
   0.5  0.08924     3385  0.0171
   1.0  0.08138     5624  0.0133
   2.0  0.07163     8085  0.0111
   3.0  0.06673     9162  0.0104
   4.0  0.06436     9633  0.0102
   5.0  0.03903     4216  0.0154
   6.0  0.02368     1845  0.0233
   8.0  0.00871      353  0.0532
  10.0  0.00320       68  0.1216
two components: rates 0.5 and 5.0 1/s, slow share at implantation 0.50
  slow share at end of 0.5 s pulse: 0.6925
  slow share at end of 4.0 s pulse: 0.8138
linear ramp-off time: 0.05 s; slope jump at its start: 4.4e-08 1/s
detector test: a*P 0.20, cone half-angle 60 deg, efficiencies 1.0 and 0.6
  true asymmetry 0.1500, one helicity 0.3855, four counts 0.1500
simulated nuclei: 4000000; time bins: 40
chi-square of asymmetry: 39.2; of counts: 31.3
chi-square of A0 exp(-rate t) without convolution: 5682
\end{verbatim}
